# Asymptotic correction of Kohn-Sham potentials and the Rydberg levels of neon

## The physical situation

An electron promoted from the 2p shell of neon into a large orbit moves in the field of a singly charged ion. It should have a Rydberg series of levels. In the local density approximation (LDA) it does not: the lowest empty level found lies at $-0.07$ eV, and the highest occupied level (HOMO) at $-13.55$ eV, although removing an electron costs about 21.5 eV. Both defects belong to the potential. The remedy treated here lowers it by a constant where the density is large and attaches a Coulomb tail outside.

Equations are in hartree atomic units; levels are reported in eV. The atom is neutral, spherical, closed-shell and non-relativistic, with $Z=N=10$. All potentials vanish at infinity. The bulk potential $v_b$ is LDA with Slater exchange and VWN correlation.

## What the exact potential must do

Far from the atom, the amplitude for finding one electron outside the ground-state ion obeys, to leading order,

$$-\tfrac12 u''-\frac{1}{r}u=-I\,u ,$$

because the ion has charge $Z-(N-1)=1$ and costs energy $I$ to create. Try $u=r^p e^{-\kappa r}$. Then

$$\frac{u''}{u}=\kappa^2-\frac{2\kappa p}{r}+O(r^{-2}),\qquad \frac{u''}{u}=2I-\frac2r .$$

Matching powers gives $\kappa=\sqrt{2I}$ and $p=1/\kappa$. The density is proportional to $u^2/r^2$, so

$$\rho\sim r^{2/\kappa-2}e^{-2\kappa r}. \tag{1}$$

The Kohn-Sham density must have this same tail, and the HOMO supplies it. If the effective potential behaves as $-q/r$, the same calculation gives $\kappa=\sqrt{-2\varepsilon_H}$ and $p=q/\kappa$. Hence $\varepsilon_H=-I$ and $q=1$. The nuclear and Hartree potentials together give $-(Z-N)/r=0$, so the tail must come from exchange and correlation:

$$v_{xc}\to-\frac1r .$$

The LDA potential instead follows powers of the density and decays exponentially.

## The corrected potential

The working approximation is to represent the error of $v_b$ inside the atom by a single constant, fixed by the HOMO. A constant $-\Delta$ moves a compact orbital rigidly, so the first estimate is $\Delta_0=I+\varepsilon_H^{\rm LDA}$. With a switch $f$ that rises from 0 to 1,

$$v_{ac}=(1-f)(v_b-\Delta)+f\,v_{out},\qquad v_{out}=-\frac1r. \tag{2}$$

Adding $\Delta$ everywhere gives $(1-f)v_b+f(v_{out}+\Delta)$: the bulk is untouched and the tail tends to $\Delta$. This is the Tozer-Handy form. Its orbitals are those of (2), and its levels are higher by $\Delta$.

Two switches are compared.

**Tozer-Handy (TH).** $f$ is 0 below $3.5R$, 1 above $4.7R$ and linear between. The atomic radius $R$ is a parameter, here 1 bohr.

**Gradient-regulated (GRAC).** With the total density,

$$f=\frac{1}{1+e^{-a(x-b)}},\quad x=\frac{|\nabla\rho|}{\rho^{4/3}},\quad a=0.5,\ b=40. \tag{3}$$

From (1), $|\nabla\rho|/\rho\to2\kappa$, so $x\to2\kappa\rho^{-1/3}$, which grows essentially as $e^{2\kappa r/3}$. The density itself thus locates the edge of the atom. At the nucleus the cusp gives $x=2Z\rho^{-1/3}$. Estimating $\rho$ there by a hydrogenic 1s pair, $\rho(0)\approx2Z^3/\pi$, gives $x\approx2(\pi/2)^{1/3}=2.3$, far below $b$, so $f\approx e^{-0.5(40-2.3)}\approx7\times10^{-9}$. The term $-f/r$ then changes the nuclear charge only by that negligible amount.

### Why the shift must be iterated

Rewrite (2) as $v_{ac}=v_b-\Delta+f(v_{out}-v_b+\Delta)$. First-order perturbation theory at fixed density, with $\Delta=\Delta_0$, gives

$$\varepsilon_H^{ac}\approx-I+\langle H|f(v_{out}-v_b+\Delta_0)|H\rangle . \tag{4}$$

The last term is small but not zero. The density also relaxes, which (4) leaves out, and in neon this is the larger effect. A single shift therefore gives $\varepsilon_H=-I$ only approximately. The fixed point of

$$\Delta\leftarrow\Delta+g\,(I+\varepsilon_H^{ac}) \tag{5}$$

satisfies the condition by construction, so agreement of the final HOMO with $-I$ is no evidence for the quality of the potential. The Rydberg levels are.

### Which branch lies deeper

Since $v_b<0$, the bulk branch lies below $-\Delta$. For $r>r_*=1/\Delta$ the tail lies above $-\Delta$. Hence

$$v_b-\Delta<-\frac1r\qquad(r>1/\Delta). \tag{6}$$

The radius $r_*$ is a sufficient bound, not the crossing point: in neon the two branches cross near 0.7 bohr, and the inequality holds everywhere outside that radius. Moving the switch outward in this region keeps the deeper branch over a larger region. At fixed density and shift, the change is $\delta\varepsilon=\langle\delta f\,(v_{out}-v_b+\Delta)\rangle<0$, because $\delta f\le0$ and the bracket is positive. A later switch therefore lowers the levels; this is overbinding if the true potential is already close to $-1/r$ in that region.

## Radial discretization

Write $u(r)$ for the radial orbital times $r$, and map $s\in[-1,1]$ to

$$r=\frac{L(1+s)}{1-s+\alpha},\qquad \alpha=\frac{2L}{r_{max}} .$$

Set $u=\sqrt{r'}\,\phi$, with primes on $r$ and $\phi$ denoting $d/ds$, and let $h=r''/r'$. Then $du/dr=(\phi'+\tfrac12h\phi)/\sqrt{r'}$ and $dr=r'ds$, so

$$\int\Big(\frac{du}{dr}\Big)^2dr=\int\Big(\phi'^2+h\phi\phi'+\tfrac14h^2\phi^2\Big)ds .$$

As $\phi$ vanishes at both ends, integrating $h\phi\phi'=\tfrac12h(\phi^2)'$ by parts turns it into $-\tfrac12h'\phi^2$. The terms without $\phi'$ combine to $-\tfrac12(h'-\tfrac12h^2)\phi^2$. For this map $h=2/(1-s+\alpha)$, so $h'=\tfrac12h^2$ and they cancel. The kinetic energy is $\tfrac12\int\phi'^2ds$.

Expand $\phi$ in the cardinal polynomials of the Gauss-Lobatto-Legendre nodes, with weights $w_i$ and differentiation matrix $D$. The norm is $\int u^2dr=\int r'^2\phi^2ds$, so the coefficients $c_i=r'_i\sqrt{w_i}\,\phi_i$ have unit Euclidean norm. In terms of them

$$T_{ij}=\frac{\sum_k w_kD_{ki}D_{kj}}{2\,r'_i r'_j\sqrt{w_iw_j}},$$

and the local potential plus $l(l+1)/2r^2$ is diagonal. The radial density comes from $u_i^2=c_i^2/q_i$, where $q_i=w_ir'_i$.

The same matrix gives the Hartree potential. With $U=rv_H$ and $n=4\pi r^2\rho$, Poisson's equation is $U''=-n/r$, with $U(0)=0$ and $U(r_{max})=N$. Put $U=Nr/r_{max}+W$. Then $W$ vanishes at both ends and $-\tfrac12W''=n/2r$, which becomes

$$\sum_jT_{ij}\sqrt{q_j}\,W_j=\frac{\sqrt{q_i}\,n_i}{2r_i}.$$

## Pseudocode

```
converge LDA; set v = v_LDA_eff, Delta = I + eps_H(LDA)
repeat
    solve the s and p channels in v; form rho and eps_H
    Delta = Delta + g*(I + eps_H)
    continue rho beyond 12 bohr with the decay law (1)
    compute v_b; compute f from r (TH) or from x (GRAC)
    v_xc  = (1-f)*(v_b - Delta) + f*v_out
    v_new = -Z/r + v_H + v_xc
    stop if max r*|v_new - v| < 1e-7 and |I + eps_H| < 1e-8
    v = v + m*(v_new - v)
solve the s, p and d channels in v_new for the empty levels
```

The density continuation matters when the outer potential itself depends on $x$, as in the van Leeuwen-Baerends form treated under the failure modes: far out, squared orbitals fall to the level of round-off, and $x$ computed from them is meaningless. With $v_{out}=-1/r$ this round-off is harmless, because such tiny densities still give a huge $x$ and hence $f=1$.

## Cost and stability

With $M$ radial points, each dense diagonalization costs $O(M^3)$ and the Hartree step $O(M^2)$ after one inversion. The switch and tail cost $O(M)$. The extra expense consists of the initial LDA run, the additional cycles needed to converge the shift together with the potential, and the calculation of $I$.

The shift update and potential mixing form a feedback loop. Let $A$ be the error in $\Delta$ and $B$ the error of the shift already present in the mixed potential. If the HOMO follows rigidly and density relaxation is neglected, $I+\varepsilon_H=-B$, and one cycle gives

$$A'=A-gB,\qquad B'=B+m(A'-B)=mA+(1-m-mg)B .$$

The trace is $t=2-m-mg$ and the determinant is $d=(1-m-mg)+mg=1-m$. For $m=0.4$, $g=0.3$, $t^2-4d=2.19-2.40<0$. The eigenvalues are a complex pair of modulus $\sqrt{0.6}=0.77$, so in this model the error oscillates and shrinks by about a quarter per cycle. Stability requires $|d|<1$ and $|t|<1+d$; for $0<m<1$ this means $0<g<(4-2m)/m$. Density relaxation can make the real limit tighter.

## Neon

The ionization energy is the CCSD(T) energy difference between Ne and Ne$^+$ in aug-cc-pVTZ with a frozen 1s core: $I=0.78864$ hartree $=21.460$ eV. This leaves out relativity, the remaining basis error and higher excitations. The basis error exceeds the digits shown: at the MP2 level, going from aug-cc-pVTZ to aug-cc-pVQZ raises $I$ by 0.07 eV. A change of that size would raise the shifts below by about as much and, by (8), deepen the TH 3s level by about 0.04 eV. The first shift is

$$\Delta_0=21.460-13.552=7.908\ \text{eV}.$$

Applied once, it gives a HOMO of $-21.419$ eV with TH and $-21.351$ eV with GRAC, 0.04 and 0.11 eV above $-I$. Iteration raises the shifts to 7.950 and 8.022 eV.

The yardstick for the Rydberg levels is configuration interaction singles with a 2p hole and a particle of one angular momentum. In Hartree-Fock orbitals, measured from the Koopmans threshold, its matrix is

$$A_{ia,jb}=\delta_{ij}\delta_{ab}\varepsilon_a-(ij|ab)+2\sigma(ia|jb),$$

with $\sigma=1$ for singlets and 0 for triplets. Roots are averaged over the terms of each configuration, with triplets weighted three to one, since a Kohn-Sham level carries no multiplet structure. This reference omits core relaxation, polarization and correlation, so small deviations from it do not rank the potentials.

Levels in eV:

| Level | TH | GRAC, $-1/r$ | Singles |
|---|---|---|---|
| 3s | −5.85 | −5.34 | −5.01 |
| 4s | −1.99 | −1.96 | −1.91 |
| 3p | −3.46 | −3.10 | −3.09 |
| 3d | −1.61 | −1.54 | −1.52 |

Relative to the singles values, TH overbinds 3s by $0.84/5.01=17\%$ and 3p by 12%. GRAC overbinds 3s by $0.33/5.01=7\%$, and its other three levels agree within 3%. The test applied to both potentials is agreement within 25%.

Relation (6) is consistent with the direction of the TH error, provided the true potential is close to $-1/r$ in the switching window, which is assumed here and not tested. Its final shift is $7.950/27.211=0.292$ hartree, so $r_*=3.42$ bohr. The whole window, 3.5 to 4.7 bohr, lies beyond $r_*$, where the retained bulk branch is too deep compared with $-1/r$. The GRAC switch reaches one half at 3.35 bohr. That this is just inside $r_*$ has no significance: between 1 and 4 bohr the bulk branch lies more than 2 eV below $-1/r$ in both schemes, and GRAC merely leaves it earlier. Changing $R$ from 0.8 to 1.2 bohr moves the TH 3s level from $-5.30$ to $-6.36$ eV. This spread of 1.06 eV means that the TH level carries a substantial parameter dependence.

### The Rydberg limit

In a Coulomb tail, the short-range part of the potential is summarized by a quantum defect:

$$\varepsilon_{nl}=-\frac{1}{2(n-\delta_{nl})^2},\qquad \delta_{nl}=n-\frac{1}{\sqrt{-2\varepsilon_{nl}}}. \tag{7}$$

For the GRAC 3s level, $5.337/27.211=0.1961$ hartree and $\delta=3-1/\sqrt{0.3923}=1.40$. The next two s levels give 1.37 and 1.36: the defect settles as $n$ grows, as it should for a short-range core. For 3d the centrifugal barrier keeps the electron outside, and the defect is only 0.03. The hydrogenic value $-27.211/18=-1.51$ eV is already close.

### How an error in the ionization energy propagates

For a normalized eigenstate, the derivative of the level is the expectation value of the derivative of the potential. At fixed density and fixed $f$, (2) gives

$$\frac{d\varepsilon_{nl}}{d\Delta}=-\langle nl|1-f|nl\rangle . \tag{8}$$

Finite differences confirm this for TH. The values are $-0.999$ for 2p, $-0.60$ for 3s, $-0.34$ for 3p and $-0.06$ for 3d. Averaged over the 3s orbital, the bulk branch thus enters the potential with a weight $1-f$ of 60%, so 3s is far from a pure tail state.

An equation-of-motion calculation (EOM-IP-CCSD) gives $I=21.326$ eV, 0.134 eV below the value used. By (8), adopting it would raise the TH 3s level by about $0.60\times0.134=0.08$ eV and 3d by less than 0.01 eV. The 2p level would rise by the full 0.13 eV, so the 2p–3s gap would shrink by about 0.05 eV.

## Failure modes

**A tail without a shift.** Setting $\Delta=0$ in TH leaves the HOMO at $-13.65$ eV and puts 3s at $-3.11$ eV, 1.90 eV above the singles value. The 3d level, at $-1.44$ eV, is much less affected. A plausible 3d level therefore does not show that the bulk is correctly placed.

**A tail that reaches $-1/r$ too slowly.** The GRAC switch can instead be joined to the van Leeuwen-Baerends (LB) potential, which uses the density $\rho_\sigma=\rho/2$ of one spin:

$$v_{out}=v_b-\frac{\beta\rho_\sigma^{1/3}x_\sigma^2}{1+3\beta x_\sigma\,\mathrm{arsinh}\,x_\sigma},\qquad x_\sigma=\frac{|\nabla\rho_\sigma|}{\rho_\sigma^{4/3}},\quad\beta=0.05 .$$

Far out, $v_b$ vanishes, $x_\sigma$ is large and $\mathrm{arsinh}\,x_\sigma\to\ln2x_\sigma$, leaving $-\rho_\sigma^{1/3}x_\sigma/(3\ln2x_\sigma)$. Take $\rho_\sigma\approx Ce^{-2\kappa r}$, with the slow power of $r$ absorbed in $C$. The numerator is $|\nabla\rho_\sigma|/\rho_\sigma\approx2\kappa$, and $3\ln2x_\sigma=2\kappa r+3\ln(4\kappa C^{-1/3})$. Therefore

$$v_{out}\approx-\frac{1}{r+c},\qquad c=\frac{3\ln(4\kappa C^{-1/3})}{2\kappa}. \tag{9}$$

Read from the computed neon potential as the effective offset $c=-1/v_{xc}-r$, which also contains the terms dropped in (9), $c$ is 2.1 bohr at $r=10$ bohr and 2.5 bohr at $r=30$ bohr; the second value rests on the continued density.

Expanding (9) for $r\gg c$ gives $-1/r+c/r^2$. The extra term adds to the centrifugal barrier, so $l$ is replaced by $\lambda$ with $\lambda(\lambda+1)=l(l+1)+2c$, and the defect becomes $l-\lambda$. For $l=2$ and $c=2.06$, $\lambda=2.72$ and the defect is $-0.72$. The computed 3d defect is $-0.52$. The estimate is too large in size, partly because the extra repulsion in (9), $c/[r(r+c)]$, is weaker than $c/r^2$, and partly because the effective offset $c$ is smaller closer to the atom.

With this tail 3d lies at $-1.10$ eV, 28% too weakly bound relative to the singles value, and 3p at $-2.54$ eV, 18% too weak. Yet 3s, at $-4.95$ eV, agrees within 0.06 eV. The agreement is a cancellation: GRAC with the pure tail overbinds 3s by 0.33 eV, and replacing the tail raises it by 0.38 eV. Judged by 3s alone, the worse tail would look better.

**Limits of the form (2).** The tail $-1/r$ is centred on one atom; a molecule needs a further prescription. The error of $v_b$ also varies inside the atom, neon included. One number $\Delta$ cannot repair that variation, even though iteration still enforces $\varepsilon_H=-I$. No energy functional has been assigned to (2), so the results here are levels and not total energies. Finally, a difference such as $\varepsilon_{3s}-\varepsilon_{2p}$ is a zeroth-order excitation energy: it has no singlet-triplet splitting, which is 0.31 eV for 3s in the singles reference.

Refining the radial grid changes the TH and pure-tail GRAC levels by at most 1.2 meV, far below the differences discussed above. The remaining levels and quantum defects are in the numerical output.

## Calculated quantities

```
I, CCSD(T) difference: 0.78864 hartree = 21.460 eV
I, EOM-IP-CCSD check: 21.326 eV
Hartree-Fock 2p level, large basis: -23.157 eV
LDA HOMO, radial: -13.552 eV
LDA HOMO, Gaussian basis: -13.573 eV
LDA lowest empty level in 150 bohr box: -0.0659 eV
First shift I + HOMO(LDA): 7.908 eV
TH switch from 3.5 to 4.7 bohr (R = 1)
GRAC: switch f = 1/2 at 3.35 bohr
GRAC-LB: switch f = 1/2 at 3.33 bohr
TH: HOMO with first shift -21.419 eV; final shift 7.950 eV, HOMO -21.460 eV
GRAC: HOMO with first shift -21.351 eV; final shift 8.022 eV, HOMO -21.460 eV
GRAC-LB: HOMO with first shift -21.332 eV; final shift 8.042 eV, HOMO -21.460 eV
Levels in eV: TH, GRAC with -1/r, GRAC-LB, singles reference
  3s: -5.851  -5.337  -4.953  -5.007
  4s: -1.992  -1.962  -1.563  -1.912
  5s: -1.033  -1.025  -0.845  not computed
  3p: -3.464  -3.101  -2.543  -3.090
  4p: -1.474  -1.406  -1.126  not computed
  3d: -1.609  -1.542  -1.098  -1.517
Singlet minus triplet mean in reference, eV: 3s 0.307, 4s 0.065, 3p 0.174, 3d 0.004
Quantum defects (no unit): TH, GRAC with -1/r, GRAC-LB
  3s: 1.475  1.403  1.343
  4s: 1.387  1.367  1.049
  5s: 1.372  1.358  0.987
  3p: 1.018  0.905  0.687
  4p: 0.962  0.890  0.523
  3d: 0.092  0.029  -0.519
TH response d(level)/d(shift), no unit: 2p -0.9990, 3s -0.6015, 4s -0.0650, 5s -0.0221, 3p -0.3362, 4p -0.0641, 3d -0.0571
Tail without shift: HOMO -13.649 eV, 3s -3.109, 3p -2.315, 3d -1.443 eV
TH with R = 0.8 bohr: 3s -5.300, 3p -3.088, 3d -1.541 eV
TH with R = 1.0 bohr: 3s -5.851, 3p -3.464, 3d -1.609 eV
TH with R = 1.2 bohr: 3s -6.362, 3p -3.998, 3d -1.818 eV
LB tail offset c at r = 10.08 bohr: 2.060 bohr
LB tail offset c at r = 29.98 bohr: 2.507 bohr
Largest level change on finer grid: 1.210 meV
```
